# Silyl Inward Torquoselectivity: Donation into σ*(Si–X) and Its Limits

**Q.** When I heat a 3-silylcyclobutene, the silyl group tends to turn inward, towards the opening gap, although that is the crowded side. I am told that the breaking carbon–carbon bond donates into an antibonding orbital on silicon. Which orbital is meant?

**A.** The antibonding orbital of a bond between silicon and one of its other ligands, σ*(Si–X). It is not the antibond of the C3–Si bond itself. Silicon is less electronegative than its usual ligands, so the filled σ(Si–X) orbital sits mostly on X and the empty σ* mostly on silicon, where it can reach the ring.

The donor is the C3–C4 bond. Let \(\phi_3\) and \(\phi_4\) be the hybrid lobes on the two carbons, with their positive sides facing each other, and let \(S_{34}\) be their overlap. The filled orbital is

\[
\psi=N(\phi_3+\phi_4).
\]

Normalization requires \(1=N^2(1+1+2S_{34})\), so

\[
N=\frac{1}{\sqrt{2(1+S_{34})}} .
\]

I shall use a one-electron model of these orbitals, at one fixed transition geometry that is the same for both rotations. It omits the mixing of \(\psi\) with the ring's π* orbital. Energies are in eV and lengths in ångström.

**Q.** The silyl group is bonded to C3 in either case. Why should \(\psi\) care which way it turns?

**A.** Because of C4. Consider C3 first. I treat it as a trigonal pyramid: its bonds to C2, to the inward substituent and to the outward substituent all make the same angle with the lobe \(\phi_3\) and are evenly spaced around it. The plane containing the C3–C2 bond and the lobe axis is then a local mirror plane, and it exchanges the two substituent positions. Whatever \(\phi_3\) does with an inward silyl group, it does equally with an outward one.

The three Si–X antibonds give three combinations. I keep the two that contain the silicon p orbitals perpendicular to the C3–Si bond. The third, symmetric combination and the C3–Si antibond are left out of the model. The overlaps of a lobe with this pair form a two-component vector, \(\mathbf V_3\) for \(\phi_3\) and \(\mathbf V_4\) for \(\phi_4\). A p orbital along the unit vector \(\mathbf q\) overlaps with \(\psi\) by \(\mathbf V\cdot\mathbf q\), where

\[
\mathbf V=N(\mathbf V_3+\mathbf V_4).
\]

Only the p combination along \(\mathbf V\) overlaps with \(\psi\), and it does so by \(|\mathbf V|\). The perpendicular combination has zero overlap. Squaring gives

\[
|\mathbf V|^2=N^2\left(|\mathbf V_3|^2+|\mathbf V_4|^2+2\,\mathbf V_3\cdot\mathbf V_4\right).
\]

The first term is the same for both rotations, by the mirror argument. The selectivity must come from the other two.

**Q.** Does the far carbon really reach the silicon, and with the right sign?

**A.** For inward rotation it does. In a conrotatory opening, the twofold axis through the ring carries C3 into C4. If the lobe at C3 tips towards the upper face, the lobe at C4 therefore tips towards the lower face. The inward substituent on C3 is the one on the lower face. It swings towards the gap on that side, which is where the C4 lobe is heading.

The example has C3–C4 = 2.10 Å, C3–Si = 1.88 Å, a rotation of 35° and a pyramidalization of 15°. With Slater orbitals the overlaps are as follows.

- Inward: \(|\mathbf V_3|=0.1732\), \(|\mathbf V_4|=0.1886\), cosine between them 0.770, Si···C4 distance 2.73 Å.
- Outward: \(|\mathbf V_3|=0.1732\), \(|\mathbf V_4|=0.0085\), cosine 0.965, Si···C4 distance 3.84 Å.

The positive cosine means that the two carbons add in phase. With \(S_{34}=0.1953\) we have \(N=0.6468\) and \(N^2=0.4183\), so

\[
|\mathbf V|^2_{\rm in}=0.4183\,(0.0300+0.0356+0.0503)=0.0485,
\]
\[
|\mathbf V|^2_{\rm out}=0.4183\,(0.0300+0.0001+0.0028)=0.0138 .
\]

The squared overlap is about 3.5 times larger inward. Somewhat more than half of the difference comes from the interference term, and the rest from \(|\mathbf V_4|^2\). Direct integration over a three-dimensional grid reproduced the components of these overlap vectors along \(\mathbf V\) with a largest absolute error of \(3.6\times10^{-6}\).

**Q.** Would the opposite phase change the answer?

**A.** Yes. For the antibonding combination \(\phi_3-\phi_4\), the cross term changes sign. The bracket becomes \(0.0300+0.0356-0.0503=0.0153\) inward and \(0.0300+0.0001-0.0028=0.0273\) outward, so the larger overlap is now on the outward side. The inward advantage belongs to the filled, bonding combination. That is why the electron count and the orbital phase matter, and not proximity alone.

**Q.** How do you turn an overlap into an energy? And silicon also has filled bonds to X. Do they not repel \(\psi\)?

**A.** They do, and both effects come out of one calculation. Let \(x\) be the ligand combination that matches the silicon p orbital. Neglecting the overlap of \(p\) with \(x\) (a crude step, since it is about 0.5 for the ligand orbitals used later), the two group orbitals are

\[
\sigma^*=\sqrt w\,p-\sqrt{1-w}\,x,\qquad
\sigma=\sqrt{1-w}\,p+\sqrt w\,x,
\]

where \(w\) is the silicon weight in σ*. Suppose for now that the ligand part does not touch the ring. The overlaps with \(\psi\) are then

\[
s=\sqrt w\,|\mathbf V|\ \text{for }\sigma^*,\qquad t=\sqrt{1-w}\,|\mathbf V|\ \text{for }\sigma .
\]

Measure energies from the level of \(\psi\). The empty σ* lies at \(+\Delta\) and the filled σ at \(-\delta\). I take the coupling of \(\psi\) to any silyl orbital to be \(-k\) times the overlap, which is an assumption of the model. With coefficients \(c_0,c_1,c_2\) for \(\psi,\sigma^*,\sigma\), the orbital equations with overlap included are

\[
-E\,c_0-(k+E)s\,c_1-(k+E)t\,c_2=0,
\]
\[
-(k+E)s\,c_0+(\Delta-E)c_1=0,\qquad
-(k+E)t\,c_0-(\delta+E)c_2=0 .
\]

The last two give \(c_1=(k+E)s\,c_0/(\Delta-E)\) and \(c_2=-(k+E)t\,c_0/(\delta+E)\). Inserting them in the first and dividing by \(c_0\) gives

\[
-E=(k+E)^2\left[\frac{s^2}{\Delta-E}-\frac{t^2}{\delta+E}\right].
\]

For small overlap, one root lies near \(E=0\). Setting \(E=0\) on the right gives

\[
E_\psi\approx-\frac{k^2s^2}{\Delta}+\frac{k^2t^2}{\delta}.
\]

Another root lies near \(E=-\delta\). There the left side is close to \(\delta\), and the \(t^2\) term must supply it because its denominator is small. Hence \(\delta\approx-(k-\delta)^2t^2/(\delta+E)\), which gives

\[
E_\sigma\approx-\delta-\frac{(k-\delta)^2t^2}{\delta}.
\]

Each level holds two electrons, and before the interaction their total energy was \(-2\delta\). The change is

\[
E_{\rm int}\approx-\frac{2k^2s^2}{\Delta}+\frac{2t^2}{\delta}\left[k^2-(k-\delta)^2\right].
\]

Since \(k^2-(k-\delta)^2=\delta(2k-\delta)\), the factor \(\delta\) cancels. Inserting \(s^2\) and \(t^2\) gives

\[
E_{\rm int}\approx\left[-\frac{2k^2w}{\Delta}+2(2k-\delta)(1-w)\right]|\mathbf V|^2 .
\]

The first term is donation into σ*, which is stabilizing. The second is the repulsion between two filled orbitals, and it is positive when \(2k>\delta\). The formula is of second order in the overlap.

**Q.** Then both terms grow when silyl turns inward. Which one wins?

**A.** At this order the geometry multiplies the whole bracket, so its sign decides. Because \(|\mathbf V|^2\) is larger inward, inward rotation is preferred when the bracket is negative:

\[
\frac{2k^2w}{\Delta}>2(2k-\delta)(1-w)
\quad\Longrightarrow\quad
\frac{w}{1-w}>\frac{\Delta(2k-\delta)}{k^2}.
\]

The last step divides by the positive quantity \(2k^2(1-w)/\Delta\). A low σ* (small \(\Delta\)) and a σ* concentrated on silicon (large \(w\)) both help.

Take the round values \(k=5\), \(\Delta=8\), \(\delta=4\) eV and \(w=0.80\). The right side is \(8\times6/25=1.92\), so the threshold is \(w=1.92/2.92=0.66\). The chosen group lies above it. The two parts of the bracket are

\[
-\frac{2\times25\times0.80}{8}=-5.0\ \text{eV},\qquad 2\times6\times0.20=+2.4\ \text{eV},
\]

and therefore

\[
E_{\rm in}-E_{\rm out}\approx-2.6\times(0.0485-0.0138)=-0.090\ \text{eV}.
\]

Solving the orbital equations at full overlap gives −0.0845 eV, or −1.95 kcal/mol. Negative means inward. If this were the whole difference in activation free energy, the inward:outward rate ratio at 400 K would be about 12.

**Q.** How do I know that donation is the cause, and not something else in the model?

**A.** By removing one ingredient at a time while the geometry and the remaining parameters stay fixed.

- With the filled σ(Si–X) orbitals uncoupled, donation alone gives −0.16 eV, inward.
- With the σ* orbitals uncoupled, repulsion alone gives +0.08 eV, outward.
- With the C4 overlap removed, the preference vanishes.

The first two numbers do not add up to −0.0845 eV, because at full overlap the two effects influence each other beyond second order.

There is also a limit in which the answer is known beforehand. At zero rotation the ring plane is a mirror plane that exchanges the two positions, so no preference is possible, and the calculation gives zero. It then gives −0.05 eV at 25° and −0.13 eV at 45°, with the other geometrical parameters held fixed. Over this range the selectivity grows with the rotation angle. A later transition state would also have a longer C3–C4 bond, which in this model lowers the preference, so the angle alone does not decide whether it is more selective.

**Q.** What happens with a group whose bonds are less polar?

**A.** The same geometry then works against inward rotation. Keep all overlaps and set \(w=0.55\), \(\Delta=12\) eV. The bracket becomes \(-2.3+5.4=+3.1\) eV, and the full calculation gives +0.11 eV, outward. This is an electronic comparison at fixed shape. A real alkyl group would also have different bond lengths and orbital sizes.

**Q.** You assumed that the ligand part of these orbitals does not touch the ring. With silicon only 2.7 Å from C4, is that safe?

**A.** No, and this is a serious weakness of the argument. Let \(\mathbf X\) be the overlap vector of \(\psi\) with the ligand combinations. The overlaps become

\[
\mathbf S_*=\sqrt w\,\mathbf V-\sqrt{1-w}\,\mathbf X,\qquad
\mathbf S_\sigma=\sqrt{1-w}\,\mathbf V+\sqrt w\,\mathbf X .
\]

The signs are those of the antibonding and bonding combinations. At second order,

\[
E_{\rm int}\approx-\frac{2k^2}{\Delta}|\mathbf S_*|^2+2(2k-\delta)|\mathbf S_\sigma|^2 .
\]

The prefactors are −6.25 and +12 eV. Multiplying out the squares, the coefficient of \(\mathbf V\cdot\mathbf X\) is \(2\sqrt{w(1-w)}\,(6.25+12)=0.8\times18.25=14.6\) eV. That of \(|\mathbf X|^2\) is \(-6.25\times0.20+12\times0.80=8.35\) eV. Hence

\[
E_{\rm int}\approx-2.6\,|\mathbf V|^2+14.6\,\mathbf V\cdot\mathbf X+8.35\,|\mathbf X|^2\quad\text{(eV)}.
\]

A ligand overlap parallel to \(\mathbf V\) weakens donation and strengthens repulsion at once. If \(\mathbf X=r\mathbf V\), the interaction energy vanishes when \(8.35r^2+14.6r-2.6=0\), that is at \(r\approx0.16\). As long as the overlap of \(p\) with \(x\) is neglected, a ligand overlap of one sixth of the silicon overlap is enough to cancel the stabilization at that position.

With compact ligand orbitals included, and averaged over the torsion of the silyl group, the net preference falls from −0.0845 eV to +0.003 eV, which is practically zero. If each rotation may take its own most favourable torsion, −0.04 eV remains, inward. That figure leaves out the silyl group's own torsional energy. These numbers are for 2s-type ligand orbitals; with p orbitals pointing at silicon the torsion average is −0.055 eV. They also neglect the overlap of \(p\) with \(x\), which leaves σ and σ* unnormalized, overstating the repulsion and understating the donation. If \(p\) and \(x\) are first orthogonalized symmetrically, with the same \(w\) and levels, the torsion average for the 2s-type orbitals is about −0.15 eV, inward. The cancellation is therefore not robust: even the sign of the ligand correction depends on how it is treated.

**Q.** Are there other corrections of that size?

**A.** There may be. Two were estimated at second order. The filled C3–Si bond also repels \(\psi\), and it must be compared with the C3–H bond that takes the other position. With assumed bond polarities and only a p orbital on silicon, this shifts the result by +0.016 eV, towards outward (+0.04 eV if the bond orbitals are normalized with their internal overlap). The estimate is sensitive to that choice: an s contribution on silicon, which a real C–Si bond has, can make the outward shift larger than the preference itself. Donation from σ(Si–X) into the antibond \(\phi_3-\phi_4\) adds only +0.0002 eV. Its coupling contains \(k-\delta=1\) eV, and the term grows as the square of that factor. Even a factor of 5 eV, with the other values unchanged, would give only about 0.006 eV. Together with the torsion-averaged result of +0.003 eV, and with only a p orbital on silicon, the sum is +0.02 eV, slightly outward; with the orthogonalized ligand orbitals the same sum is about −0.14 eV, inward. An s contribution would move it further outward. The symmetric Si–X combination and the C3–Si antibond, left out at the start, are not in this sum and need not be negligible.

Tunnelling matters less. For a rough barrier frequency of 700 cm⁻¹, the lowest-order correction multiplies the rate by 1.26 at 400 K. If both rotations have the same barrier frequency, this factor cancels from their ratio.

**Q.** So has the inward preference been explained or not?

**A.** The direction of the donation effect has been explained. The net sign has not been derived from this model. Donation from the breaking bond into σ*(Si–X) favours inward rotation because C4 joins in phase, and in the example it is worth about 0.16 eV. That figure leaves out the ligand parts of the orbitals; with them, averaged over the torsion, donation alone is still worth about 0.14 eV, inward. Without the ligand parts, repulsion from the filled σ(Si–X) orbitals takes back about half of the donation. The ligand overlap takes back the rest or adds to the inward preference, depending on how it is treated, and repulsion from the C3–Si bond can also take back the rest. The balance depends on details that a model with round parameters cannot fix. If a real silylcyclobutene opens inward, donation is a sound candidate for the cause, but the model does not exclude other contributions.

**Q.** How do your parameters compare with a real silyl group?

**A.** They are meant for the rough regime of an alkoxysilyl group, with polar Si–O bonds, and 400 K is a plausible temperature for a thermal ring opening. The lengths are ordinary for a stretched C3–C4 bond and a C–Si bond. The values of \(k\), \(\Delta\), \(\delta\) and \(w\) are round choices, not measurements. The weight \(w\) suits a polar bond, but the filled orbital of such a bond is expected to lie much deeper than \(\delta=4\) eV, and beyond \(\delta=2k\) the repulsion term of a model with one common \(k\) changes sign. The threshold 0.66 belongs to these round values and is no criterion for a real group. A trialkylsilyl group has less polar bonds, so its \(w\) should be smaller and closer to the threshold.

One assumption that real molecules clearly break is that the ligands stay out of the way. For the 2s-type ligand orbitals, correcting it moves the torsion-averaged result by about +0.09 eV if the overlap of \(p\) with \(x\) is neglected and by about −0.07 eV if the two are orthogonalized, comparable to the preference itself in either direction. Real transition states also relax differently for the two rotations. That relaxation, the bulk of the ligands, solvent and electron correlation are all outside the model, and I have no estimate of their size.

**Q.** What could I do to test the mechanism?

**A.** Vary the ligands on silicon while keeping their size and shape as similar as you can. If donation controls the selectivity, a lower σ* with more weight on silicon should increase the inward fraction. The prediction holds only if the ligand overlap with the ring and the transition geometry stay nearly the same, because a small change in either can hide the effect.

A calculation can go further. Locate both transition states with full relaxation, then compare their energies with and without the mixing of the C3–C4 bond into σ*(Si–X). The mechanism requires that removing this mixing cost the inward structure more than the outward one. If the inward preference also disappears, donation was needed for it. If it survives, something else is sufficient. The numerical output below gives the values behind most of the estimates in this exchange.

## Table of computed values

```
C3-C4, C3-Si lengths: 2.10, 1.88 angstrom
C2-C3, C1-C2 lengths: 1.42, 1.37 angstrom
rotation, pyramidalization: 35, 15 degrees
k, gap, depth: 5.0, 8.0, 4.0 eV
silicon weight w in sigma*: 0.80
s fraction of breaking-bond lobe: 0.144
overlap S34: 0.1953;  N: 0.6468
in: Si...C4 distance 2.727 angstrom
in: near |V3| 0.1732, far |V4| 0.1886
in: cosine between V3 and V4 0.770
in: |V|^2 0.04846
in: interaction energy -0.1198 eV
out: Si...C4 distance 3.842 angstrom
out: near |V3| 0.1732, far |V4| 0.0085
out: cosine between V3 and V4 0.965
out: |V|^2 0.01376
out: interaction energy -0.0353 eV
largest overlap error against grid: 3.6e-06
in minus out (negative = inward):
  second-order formula: -0.0902 eV
  full diagonalization: -0.0845 eV = -1.95 kcal/mol
  donation only: -0.1605 eV
  filled-shell repulsion only: 0.0843 eV
  far terminus removed: 0.0000 eV
  w=0.55, gap=12 eV: 0.1070 eV
  rotation 0 degrees: 0.0000 eV
  rotation 25 degrees: -0.0502 eV
  rotation 45 degrees: -0.1314 eV
threshold w, formula: 0.6575
threshold w, small-overlap diagonalization: 0.6575
threshold w, full overlap: 0.6572
in:out rate ratio at 400 K: 11.6
neglected effects:
  net with ligand orbitals, torsion mean: 0.0027 eV
  net with ligand orbitals, best torsions: -0.0431 eV
  C-Si versus C-H bond repulsion: +0.0164 eV
  back-donation into antibond: +0.0002 eV
  torsion-mean net plus last two: 0.0193 eV
  tunnelling factor, 700 cm^-1 barrier: 1.264
```
